\section*{When an Amphoteric Interface Centre Gives Two Capacitance Peaks, part 2}

An amphoteric centre at a silicon--oxide interface holds $n=0$, $1$ or $2$ electrons, with charge $+q$, $0$ or $-q$ and energy $0$, $E_1$ or $2E_1+U$. Here $q>0$ is the elementary charge and $U$ the correlation energy. The neutral state has spin degeneracy 2, the others 1. The centres do not interact. The Fermi level $\mu$ and $E_1$ are measured from the valence band edge at the surface, and the surface potential $\psi_s$ is taken relative to the silicon bulk, with $d\mu=q\,d\psi_s$. If $Q_{it}$ is the charge per unit area on the centres, their equilibrium capacitance at fixed temperature $T$ is $C_{it}=-dQ_{it}/d\psi_s$.

The theorem for identical centres is that $C_{it}$ has two maxima as a function of $\psi_s$ if $U>2kT\ln2$, and one otherwise. For a neutral state of general degeneracy $g$ (a meaning of $g$ used only here), the condition is $U>2kT\ln(4/g)$.

With $\eta=(\mu-E_1-U/2)/kT$ and $a=e^{U/2kT}$, $C_{it}$ is proportional to an even function $f(\eta)$. When $U\leq2kT\ln2$, $f$ falls for all $\eta>0$. When there are two peaks, at $\pm\eta_*$, their height $f_*$ and the relative central value are
\begin{equation}
f_*=\frac{a^2}{4(a^2-1)},\qquad
\frac{f(0)}{f_*}=\frac{4(a-1)}{a^2}=1-\left(1-\frac2a\right)^2 .
\label{eq:height}
\end{equation}
The dip relative to the peak is therefore $(1-2/a)^2$.

Neighbouring charge states are equally probable at the transition levels $\mu_{+/0}=E_1-kT\ln2$ and $\mu_{0/-}=E_1+U+kT\ln2$. The terms $kT\ln2$ come from the spin entropy of the neutral state.

For $a\geq1$, with $b=\operatorname{arccosh}a$, the capacitance is also that of two independent levels without spin, $2b\,kT$ apart:
\begin{equation}
f(\eta)=\frac14\operatorname{sech}^2\frac{\eta+b}{2}
+\frac14\operatorname{sech}^2\frac{\eta-b}{2}.
\label{eq:two}
\end{equation}

\section{Numerical size and the limits of the ideal model}

The symbols carried over are these. The Fermi level at the surface is measured from the symmetry point by $\eta=(\mu-E_1-U/2)/kT$, and $a=e^{U/2kT}$. The capacitance of $N$ identical centres per unit area is $C_{it}=(q^2N/kT)f$, with $f=(1+a\cosh\eta)/(a+\cosh\eta)^2$. It has two maxima when $a>2$, at $\cosh\eta_*=a-2/a$. Their height is $f_*=a^2/[4(a^2-1)]$, the central value is $f(0)=1/(1+a)$, and the transition levels lie $\Delta=U+2kT\ln2$ apart.

The example takes $T=300$ K, so $kT=25.852$ meV, and $N=10^{12}$ cm$^{-2}$. The threshold is $2\times25.852\times0.6931=35.84$ meV. The capacitance scale is $q^2N/kT=6.197~\mu$F/cm$^2$. A centre with $U=20$ meV lies below the threshold: $a=e^{20/51.704}=1.472$, and its single peak has the height $6.197/2.472=2.507~\mu$F/cm$^2$.

At $U=50$ meV, $a=e^{50/51.704}=2.630$. The peak condition gives $\cosh\eta_*=2.630-0.760=1.870$, hence $\eta_*=1.238$ and a separation of $2\times25.852\times1.238=64.0$ mV. The peaks reach $1.811~\mu$F/cm$^2$ and the valley $1.707~\mu$F/cm$^2$, so the dip is about 6\% of the peak. The transition levels are 85.8 meV apart, well beyond the peak separation. This close to threshold, reading the level distance from the peaks would be a poor approximation.

At $U=100$ meV the separation is 133.3 mV and the level distance 135.8 meV. The valley is then about half the peak height. The value of $U$ for a dip of 10\% follows from $(1-2/a)^2=0.1$. For $a>2$ the positive root gives $a=2/(1-\sqrt{0.1})=2.925$ and $U=2kT\ln a=55.5$ meV. Existence of a splitting and visibility of a splitting are thus different requirements, even before any broadening or noise is considered.

With $U$ held fixed, heating merges the peaks at
\begin{equation}
T_{\rm m}=\frac{U}{2k\ln2}.
\end{equation}
For $U=50$ meV this is 419 K. For $U=600$ meV the formula gives 5023 K, which has no meaning for a silicon device but shows how far such a centre is from thermal merging. If lattice vibrations make the energies of the charge states depend on temperature, $U$ must be replaced by the corresponding combination of free energies at that temperature, with the spin entropy left out because it is already counted in the degeneracy. The inequality then holds at each $T$, but the merging temperature must be found with $U(T)$.

A value near 600 meV is in the regime of the silicon dangling bond at the oxide interface, the $P_b$-type centre. Take the symmetry point at midgap, 0.56 eV above the valence band edge. The ideal model then predicts peaks separated by 635.8 mV, each $1.549~\mu$F/cm$^2$ high, with a valley of only $5.7\times10^{-5}~\mu$F/cm$^2$. One defect of this picture is the assumption that all centres have the same $E_1$. Local strain, bond angles and nearby charges differ from site to site.

Let $E_1$ be spread symmetrically about its mean, with $U$ the same for all centres. The capacitance is then the convolution
\begin{equation}
F(y)=\int_{-\infty}^{\infty}f(t)\,g(y-t)\,dt ,
\end{equation}
where $g$ is the distribution of $E_1$ in units of $kT$, and $y$ is the distance of the Fermi level from the mean symmetry point in the same units. Suppose that $g$ is even and falls steadily away from its centre, as a Gaussian does. Integration by parts moves the derivative of $F$ onto $f$, and because $f'$ is odd,
\begin{equation}
F'(y)=\int_0^{\infty}f'(t)\,\bigl[g(y-t)-g(y+t)\bigr]\,dt .
\end{equation}
For $y,t>0$ one has $|y-t|<y+t$, so the bracket is positive. If $U\leq2kT\ln2$, then $f'(t)<0$ for $t>0$, and $F'(y)<0$ for every $y>0$. Such a spread therefore cannot create a splitting that the individual centres lack. A spread with two separate groups of sites can create one, since each group may contribute its own peak. Two observed peaks are then no proof of a large $U$.

Above the ideal threshold a spread can hide the splitting. Its effect is found most easily from the decomposition \eqref{eq:two} into two single-level peaks, whose separation is $\Delta$ up to corrections of relative order $e^{-U/kT}$. Let the spread be Gaussian with standard deviation $\sigma$ in energy, and denote the Gaussian by $G$. Each thermal peak has a variance that follows from expanding $\tfrac14\operatorname{sech}^2(t/2)=e^{-t}/(1+e^{-t})^2$ in powers of $e^{-t}$ for $t>0$:
\begin{equation}
\int_{-\infty}^{\infty}\frac{t^2}{4}\operatorname{sech}^2\frac t2\,dt
=4\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}.
\end{equation}
In energy the variance is $s^2=\pi^2(kT)^2/3$. For $kT\ll\sigma$, a broadened single peak is $h=G+\tfrac12s^2G''+\dots$. Two such peaks at $\pm\Delta/2$ acquire a central minimum when $h''(\Delta/2)$ becomes positive. The Gaussian derivatives are
\begin{align}
G''(E)&=\frac{G}{\sigma^2}\left(\frac{E^2}{\sigma^2}-1\right),\\
G''''(E)&=\frac{G}{\sigma^4}\left(\frac{E^4}{\sigma^4}-\frac{6E^2}{\sigma^2}+3\right).
\end{align}
At lowest order the threshold is $\Delta/2=\sigma$. Put $\Delta/2=\sigma(1+\epsilon)$. To first order in $\epsilon$, the bracket in $G''$ is $2\epsilon$, while the bracket in $G''''$ at $E=\sigma$ is $-2$. The condition $h''=0$ becomes $2\epsilon/\sigma^2-s^2/\sigma^4=0$, so $\epsilon=s^2/(2\sigma^2)$ and $\Delta=2\sigma+s^2/\sigma$. With $\Delta=U+2kT\ln2$,
\begin{equation}
U_{\rm split}\simeq2\sigma-2kT\ln2+\frac{\pi^2(kT)^2}{3\sigma}.
\label{eq:broad}
\end{equation}

Take $\sigma=80$ meV. At 10 K the full convolution gives a threshold of 158.8 meV, just below $2\sigma=160$ meV. At 300 K it gives 146.0 meV. That the threshold is lower at 300 K than at 10 K may seem odd, since heat merges the peaks of a sharp centre. Equation \eqref{eq:broad} accounts for it: the spin entropy pushes the transition levels apart at first order in $kT$, while thermal broadening enters at second order. On further heating the broadening wins and the threshold rises again. The formula puts the turning point near 200 K. In the full convolution it lies near 300 K and the rise is slower, to 150 meV at 500 K, where the expansion no longer applies. At 300 K the formula gives $160-35.84+27.48=151.6$ meV, 4\% above the full result, as may be expected when $kT/\sigma$ is about one third. Counting the maxima of the convolved curve gives one at 5\% below 146.0 meV and two at 5\% above it. For this spread, disorder thus raises the required $U$ to about four times the ideal threshold.

The centre with $U=600$ meV remains clearly split. Its peak separation is still 636 mV, but the peak height falls from 1.549 to $0.695~\mu$F/cm$^2$, and the valley rises to $0.0047~\mu$F/cm$^2$. The formula for identical centres therefore underestimates the valley of this distribution by a factor of about 80.

A measurement at the gate also contains the semiconductor capacitance $C_s$. Let $C_{ox}$ be the oxide capacitance and $X=C_s+C_{it}$. If the oxide charge is fixed, the equilibrium gate capacitance and the gate voltage $V_G$ obey
\begin{equation}
C=\frac{C_{ox}X}{C_{ox}+X},\qquad
\frac{dV_G}{d\psi_s}=1+\frac{X}{C_{ox}} .
\end{equation}
Since $dC/dX=C_{ox}^2/(C_{ox}+X)^2>0$ and $V_G$ rises steadily with $\psi_s$, the oxide stretches the voltage axis and compresses the heights but preserves the number of maxima of $X$. The theorem, however, concerns $C_{it}$ and not $X$.

For p-type silicon with $N_A=10^{16}$ acceptors per cm$^3$ and an intrinsic density $n_i=10^{10}$ cm$^{-3}$, $C_s$ is 0.163, 0.050 and $0.043~\mu$F/cm$^2$ at the lower peak, the midpoint and the upper peak. These values look harmless beside 0.695. Yet the sum $X$ has one maximum, not two, for surface Fermi levels between 0.11 and 1.01 eV above the valence band edge. What matters is the slope of $C_s$, not its size.

The slope can be estimated near flat band, where minority electrons are negligible. Let $v=q\psi_s/kT$ and let $\varepsilon$ be the permittivity of silicon. One integration of Poisson's equation from the bulk gives the surface field, with $\mathcal E^2=(2kTN_A/\varepsilon)(e^{-v}+v-1)$. Differentiating the charge $-\varepsilon\mathcal E$ yields
\begin{equation}
C_s=C_{fb}\,\frac{1-e^{-v}}{\sqrt{2(e^{-v}+v-1)}}
\simeq C_{fb}\left(1-\frac v3\right),\qquad
C_{fb}=q\sqrt{\frac{\varepsilon N_A}{kT}},
\end{equation}
for $v>0$, with the linear form valid near $v=0$. The bulk Fermi level lies $kT\ln(N_A/n_i)=357$ meV below midgap and the lower peak 318 meV below it. The peak is thus only 39 meV, or $v\simeq1.5$, from flat band. The printed $C_s$ there implies $C_{fb}\simeq0.25~\mu$F/cm$^2$, and the slope at flat band is $-qC_{fb}/(3kT)\simeq-3.3~\mu$F/(cm$^2$\,V). Approximating the lower $C_{it}$ peak by a Gaussian of variance $\sigma^2+s^2=(93~\text{meV})^2$ gives a slope of about $+2.9$ in the same units. The sum still falls, though by a narrow margin: a density of $1.2\times10^{12}$ cm$^{-2}$, or a spread of 70 meV, is enough to restore a maximum of the sum near 0.22 eV. This one-point estimate indicates that the lower peak is reduced to a shoulder. The single maximum found in the sum is then the upper peak. In this example $C_s$ must be subtracted before peaks are counted.

Other omissions have different sizes. The mean spacing of the centres is 10 nm, and with a mean relative permittivity of 7.8 the unscreened Coulomb energy of two elementary charges at that distance is 18.5 meV. This is small beside 600 meV but half the ideal threshold. At this density, the sharp condition should not be applied to a charged, weakly correlated centre without considering interactions. Carrier degeneracy is negligible here: at the upper peak the Fermi level is $9.4\,kT$ below the conduction band, and the relative correction to the Boltzmann electron density is about $3\times10^{-5}$.

Equilibrium also limits the measuring frequency. With a rough capture cross-section of $10^{-15}$ cm$^2$ and a carrier speed of $10^7$ cm/s, capture at midgap has the time scale
\begin{equation}
\tau=\frac{1}{10^{-15}\times10^7\times2\times10^{10}}~\text{s}=5~\text{ms},
\end{equation}
where the last factor is the sum of the electron and hole densities. The corner frequency $1/(2\pi\tau)$ is 32 Hz. For a centre whose transition level lies at the Fermi level, detailed balance makes emission as fast as capture, which halves this time. The slowest case is a transition level at midgap with the Fermi level there too. The 600 meV centre has no such level. At its two peaks the equilibrium carrier density at the surface, and with it the capture rate, is about $10^5$ times larger. With the Fermi level at midgap, its charged states are rare and return quickly to the neutral state by emission, so 32 Hz is not the limit for a centre with the mean levels. This does not carry over to the valley of the broadened curve. That valley comes mostly from sites in the tails of the spread, whose transition levels lie close to midgap, and with the same cross-section and speed about half of it no longer follows a signal at 1 kHz. Minority carriers must also reach the surface, and their supply may be slower still. A signal that is too fast suppresses part of the response, and the equilibrium theorem then no longer describes the curve.

For a real silicon--oxide interface, $U$ of about 0.6 eV, a spread of about 0.08 eV and $10^{12}$ centres per cm$^2$ are rough values for dangling bonds without hydrogen passivation. A well-passivated device has a far lower density, roughly $10^{10}$ cm$^{-2}$. At the same spread its $C_{it}$ would be a hundred times smaller, about $0.007~\mu$F/cm$^2$ at the peaks, and harder to separate from $C_s$. Real interfaces also have other states, especially towards the band edges, which this model leaves out. The assumption of identical levels is the one whose failure has been sized most directly: at 300 K it moves the splitting threshold from 36 to 146 meV. Since 600 meV exceeds both, the two-peak form of $C_{it}$ is robust against this spread, although the raw capacitance need not show it. The values behind these comparisons are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 300 K, kT = 25.852 meV
centre density N = 1.0e+12 cm^-2
midpoint above valence band = 0.56 eV
threshold 2kT ln2 at 300 K = 35.84 meV
threshold found numerically at 200 K = 23.89 meV
threshold found numerically at 300 K = 35.84 meV
threshold found numerically at 400 K = 47.79 meV
threshold U/kT for neutral degeneracy 1 = 2.7726
threshold U/kT for neutral degeneracy 2 = 1.3863
threshold U/kT for neutral degeneracy 3 = 0.5754
threshold U/kT for neutral degeneracy 4 = 0.0000
independent levels: split at separation/kT = 2.6339
same threshold as level distance/kT = 2.7726
capacitance unit q^2 N/kT = 6.197 uF/cm^2
U = 20 meV: one peak, height = 2.507 uF/cm^2
U = 50 meV: peak separation = 64.0 mV
   level distance = 85.8 meV
   peak = 1.8112 uF/cm^2, valley = 1.707e+00 uF/cm^2
U = 100 meV: peak separation = 133.3 mV
   level distance = 135.8 meV
   peak = 1.5824 uF/cm^2, valley = 7.827e-01 uF/cm^2
U = 600 meV: peak separation = 635.8 mV
   level distance = 635.8 meV
   peak = 1.5494 uF/cm^2, valley = 5.655e-05 uF/cm^2
U for a 10 % dip at 300 K = 55.5 meV
U = 50 meV: peaks merge at T = 419 K
U = 600 meV: formal merging T = 5023 K
level spread sigma = 80 meV
threshold with spread, 300 K = 146.0 meV
threshold with spread, 10 K = 158.8 meV
U = 600 meV with spread: separation = 636 mV
   peak = 0.695, valley = 0.0047 uF/cm^2
silicon: acceptors 1e+16 cm^-3, n_i 1e+10 cm^-3
silicon capacitance at lower peak = 0.163 uF/cm^2
silicon capacitance at midpoint = 0.0500 uF/cm^2
silicon capacitance at upper peak = 0.0434 uF/cm^2
maxima in raw sum, 0.11 to 1.01 eV = 1
mean spacing of centres = 10.0 nm
Coulomb energy at that spacing = 18.5 meV
upper peak to conduction band = 9.4 kT
carrier degeneracy correction = 3.0e-05 (relative)
capture section 1e-15 cm^2, speed 1e+07 cm/s
midgap response time = 5.0 ms
corner frequency = 32 Hz
\end{verbatim}
